# Picture Change in the Mean Inverse Radius of a Hydrogen-Like Ion: test program

```python
"""
Result under test, for the 1s state of a one-electron ion (fixed point nucleus):
  Dirac:                       <1/r> = Z/(gamma a0), gamma = sqrt(1-(Z alpha)^2)
  Pauli function, plain 1/r:   <1/r> = (Z/a0) [1 + (Z alpha)^2]
  picture-change term:         -(pi hbar^2/(2 m^2 c^2)) |psi0(0)|^2
                               = -(Z/a0) (Z alpha)^2 / 2
The last two add up to the Dirac value through order (Z alpha)^2.

Numerical work uses the scaled length rho = Z r/a0 and energies in units of
Z^2 Hartree. Then V = -1/rho, the speed of light is 1/w with w = Z alpha, and
  H1/w^2 = -p^4/8 + (pi/2) delta(rho)   (mass-velocity and Darwin terms).
psi0 is the nonrelativistic 1s function; psi1 is its first-order change / w^2.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh

# Logarithmic radial grid; the weight is the volume element of an s function.
step = 0.04
rho = np.exp(np.arange(np.log(1e-9), np.log(90.0), step))
weight = 4 * np.pi * rho**3 * step
psi0 = np.exp(-rho) / np.sqrt(np.pi)
p2_psi0 = (2 / rho - 1) * psi0


def integral(values):
    return float(np.sum(weight * values))


def gaussian_basis(count):
    """Normalized s Gaussians: exponents, values, slopes, p^2 times values."""
    a = 0.01 * 2.0**np.arange(count)
    norm = (2 * a / np.pi)**0.75
    col = a[:, None]
    chi = norm[:, None] * np.exp(-col * rho**2)
    return norm, chi, -2 * col * rho * chi, (6 * col - 4 * col**2 * rho**2) * chi


def dirac_ground_state(w):
    """Energy and <1/rho> from diagonalization with kinetic balance."""
    _, chi, slope, _ = gaussian_basis(28)
    overlap = (chi * weight) @ chi.T
    kinetic = 0.5 * (slope * weight) @ slope.T
    inverse_large = (chi * weight / rho) @ chi.T
    inverse_small = 0.25 * w**2 * (slope * weight / rho) @ slope.T
    zero = np.zeros_like(overlap)
    ham = np.block([[-inverse_large, kinetic],
                    [kinetic, -inverse_small - kinetic]])
    metric = np.block([[overlap, zero], [zero, 0.5 * w**2 * kinetic]])
    inverse = np.block([[inverse_large, zero], [zero, inverse_small]])
    scale = 1 / np.sqrt(np.diag(metric))
    both = np.outer(scale, scale)
    energies, vectors = eigh(ham * both, metric * both)
    index = int(np.argmax(energies > -1 / w**2))
    vector = scale * vectors[:, index]
    return energies[index], vector @ inverse @ vector


# First-order Pauli equation (H0 - E0) psi1 = -(H1 - E1) psi0 in a basis.
norm, chi, slope, p2_chi = gaussian_basis(37)
overlap0 = chi @ (weight * psi0)
matrix = (0.5 * (slope * weight) @ slope.T - (chi * weight / rho) @ chi.T
          + 0.5 * (chi * weight) @ chi.T + np.outer(overlap0, overlap0))
scale = 1 / np.sqrt(np.diag(matrix))


def first_order_function(perturbation_vector, first_order_energy):
    rhs = -(perturbation_vector - first_order_energy * overlap0)
    coeff = scale * np.linalg.solve(matrix * np.outer(scale, scale), scale * rhs)
    return coeff @ chi


def response(operator, change):
    """First-order change of a mean value, normalization included."""
    mean = integral(operator * psi0**2)
    return 2 * integral((operator - mean) * psi0 * change)


energy_mv = -integral(p2_psi0**2) / 8
value_at_zero = 1 / np.sqrt(np.pi)
energy_dar = np.pi / 2 * value_at_zero**2
psi1_mv = first_order_function(-(p2_chi @ (weight * p2_psi0)) / 8, energy_mv)
psi1_dar = first_order_function(np.pi / 2 * norm * value_at_zero, energy_dar)
resp_mv = response(1 / rho, psi1_mv)
resp_dar = response(1 / rho, psi1_dar)
resp_total = resp_mv + resp_dar
# Tolerance: finite steepest exponent and exponent spacing of the basis.
assert abs(resp_mv - 5 / 2) < 3e-3
assert abs(resp_dar + 3 / 2) < 3e-3
assert abs(resp_total - 1) < 3e-3

# Closed form psi1 = [1/(4 rho) - ln(rho)/2 + C] psi0 against the basis solution.
part_picture = psi0 / (4 * rho)
part_log = -0.5 * np.log(rho) * psi0
constant_C = -integral(psi0 * (part_picture + part_log))
closed_psi1 = part_picture + part_log + constant_C * psi0
psi1 = psi1_mv + psi1_dar
for operator in (rho, rho**2):
    assert abs(response(operator, psi1) - response(operator, closed_psi1)) < 1e-2
resp_picture = response(1 / rho, part_picture)
resp_log = response(1 / rho, part_log)
assert abs(resp_picture - 0.5) < 1e-6 and abs(resp_log - 0.5) < 1e-6


def picture_change(u, du, p2u):
    """Mean of (sigma.p X sigma.p)/4 - (p^2 X + X p^2)/8 with X = 1/rho."""
    return 0.25 * integral((du**2 - u * p2u) / rho)


# Delta-function form, tested on a function that is no eigenfunction.
slater, gauss = np.exp(-0.9 * rho), 0.5 * np.exp(-2 * rho**2)
trial = slater + gauss
trial_slope = -0.9 * slater - 4 * rho * gauss
trial_p2 = (1.8 / rho - 0.81) * slater + (12 - 16 * rho**2) * gauss
trial_value = picture_change(trial, trial_slope, trial_p2)
trial_delta = -np.pi / 2 * 1.5**2
assert abs(trial_value - trial_delta) < 1e-6
picture_coeff = picture_change(psi0, -psi0, p2_psi0)
assert abs(picture_coeff + 0.5) < 1e-6

# Physical constants and the ion Na10+.
Z = 11
hbar, mass, c, e = const.hbar, const.m_e, const.c, const.e
a0 = 4 * np.pi * const.epsilon_0 * hbar**2 / (mass * e**2)
alpha = e**2 / (4 * np.pi * const.epsilon_0 * hbar * c)
w = Z * alpha
gamma = np.sqrt(1 - w**2)

# Dirac diagonalization against 1/gamma, to one per cent of the correction.
for strength in (w, 0.5):
    exact = 1 / np.sqrt(1 - strength**2)
    mean = dirac_ground_state(strength)[1]
    assert abs(mean - exact) < 0.01 * (exact - 1)
dirac_energy, dirac_mean = dirac_ground_state(w)
dirac_coeff = (dirac_mean - 1) / w**2
energy_coeff = (dirac_energy + 0.5) / w**2
# Tolerances admit the next order in w^2 and the basis error divided by w^2.
assert abs(energy_coeff - (energy_mv + energy_dar)) < 2e-3
assert abs(resp_total + picture_coeff - dirac_coeff) < 1e-2
assert abs(resp_total - dirac_coeff) > 0.4

# Mean values in SI, shown in 1/nm.
per_nm = 1e-9
nonrel = Z / a0 * per_nm
dirac = Z / (gamma * a0) * per_nm
pauli = Z / a0 * (1 + w**2) * per_nm
density = Z**3 / (np.pi * a0**3)
picture = -np.pi * hbar**2 / (2 * mass**2 * c**2) * density * per_nm
repaired = pauli + picture
assert abs(picture / nonrel - picture_coeff * w**2) < 1e-8
assert abs(pauli / nonrel - 1 - resp_total * w**2) < 3e-3 * w**2
assert abs(repaired - dirac) < 0.01 * (dirac - nonrel)

print("Ion Na10+, nuclear charge number Z =", Z)
print(f"Bohr radius a0 = {a0*1e9:.8f} nm")
print(f"fine-structure constant alpha = {alpha:.9f}")
print(f"Z alpha = {w:.7f}")
print(f"(Z alpha)^2 = {w**2:.8f}")
print(f"gamma = {gamma:.8f}")
print(f"reduced Compton length hbar/(mc) = {hbar/(mass*c)*1e9:.8e} nm")
print(f"density at nucleus |psi0(0)|^2 = {density*1e-27:.6e} nm^-3")
print("Coefficients of (Z/a0)(Z alpha)^2 in <1/r>, numerical:")
print(f"  mass-velocity response = {resp_mv:.4f}")
print(f"  Darwin response = {resp_dar:.4f}")
print(f"  Pauli function, plain 1/r = {resp_total:.4f}")
print(f"  part from 1/(4 rho) in psi1 = {resp_picture:.6f}")
print(f"  part from -ln(rho)/2 in psi1 = {resp_log:.6f}")
print(f"  picture-change term = {picture_coeff:.6f}")
print(f"  Pauli plus picture change = {resp_total+picture_coeff:.4f}")
print(f"  Dirac diagonalization, all orders = {dirac_coeff:.4f}")
print(f"constant C in psi1 = {constant_C:.6f}")
print("First-order energies in units of m c^2 (Z alpha)^4:")
print(f"  mass-velocity = {energy_mv:.6f}")
print(f"  Darwin = {energy_dar:.6f}")
print(f"  sum = {energy_mv+energy_dar:.6f}")
print(f"  Dirac diagonalization, all orders = {energy_coeff:.5f}")
print("Delta form on a trial function (scaled units):")
print(f"  operator integral = {trial_value:.6f}")
print(f"  delta-function value = {trial_delta:.6f}")
print("Mean values <1/r> for Na10+:")
for label, value in (("nonrelativistic", nonrel), ("Dirac", dirac),
                     ("Pauli, plain 1/r", pauli), ("repaired", repaired)):
    print(f"  {label} = {value:.5f} nm^-1 = {value*a0*1e9:.6f} /a0")
print(f"picture-change term = {picture:.5f} nm^-1")
print(f"Dirac correction = {dirac-nonrel:.5f} nm^-1")
print(f"Pauli correction, plain 1/r = {pauli-nonrel:.5f} nm^-1")
print(f"ratio Pauli/Dirac correction = {(pauli-nonrel)/(dirac-nonrel):.5f}")
print(f"error of plain Pauli value = {pauli-dirac:.5f} nm^-1")
print(f"error after repair = {repaired-dirac:.5f} nm^-1")
print("PASS")
```

Output:

```
Ion Na10+, nuclear charge number Z = 11
Bohr radius a0 = 0.05291772 nm
fine-structure constant alpha = 0.007297353
Z alpha = 0.0802709
(Z alpha)^2 = 0.00644341
gamma = 0.99677309
reduced Compton length hbar/(mc) = 3.86159267e-04 nm
density at nucleus |psi0(0)|^2 = 2.859070e+06 nm^-3
Coefficients of (Z/a0)(Z alpha)^2 in <1/r>, numerical:
  mass-velocity response = 2.4999
  Darwin response = -1.5000
  Pauli function, plain 1/r = 1.0000
  part from 1/(4 rho) in psi1 = 0.500000
  part from -ln(rho)/2 in psi1 = 0.500000
  picture-change term = -0.500000
  Pauli plus picture change = 0.5000
  Dirac diagonalization, all orders = 0.5024
constant C in psi1 = -0.135181
First-order energies in units of m c^2 (Z alpha)^4:
  mass-velocity = -0.625000
  Darwin = 0.500000
  sum = -0.125000
  Dirac diagonalization, all orders = -0.12540
Delta form on a trial function (scaled units):
  operator integral = -3.534292
  delta-function value = -3.534292
Mean values <1/r> for Na10+:
  nonrelativistic = 207.86987 nm^-1 = 11.000000 /a0
  Dirac = 208.54282 nm^-1 = 11.035611 /a0
  Pauli, plain 1/r = 209.20927 nm^-1 = 11.070878 /a0
  repaired = 208.53957 nm^-1 = 11.035439 /a0
picture-change term = -0.66970 nm^-1
Dirac correction = 0.67295 nm^-1
Pauli correction, plain 1/r = 1.33939 nm^-1
ratio Pauli/Dirac correction = 1.99033
error of plain Pauli value = 0.66644 nm^-1
error after repair = -0.00325 nm^-1
PASS
```
